# Is the diagonal of the inverse dielectric matrix enough for slab excitons?

## Question

I am setting up a Bethe-Salpeter calculation for a thin slab in a periodic cell with vacuum. To save memory I would like to keep only the diagonal elements $\epsilon^{-1}_{\mathbf G\mathbf G}(\mathbf q)$ when I build the screened interaction $W$. My reasoning is that the off-diagonal elements are local-field corrections, and that the vacuum holds no electrons, so it should not disturb the screening inside the slab. If there is an error, I would expect a larger cell to reduce it. Is that right?

## Answer

No. The diagonal elements give an interaction averaged over all positions in the cell, vacuum included. For a compact pair near the middle of the slab, that average is too weakly screened, and adding vacuum makes it worse. With very little vacuum the error can have the opposite sign for a pair near the surface. Here is why, followed by a model slab that shows the size of the effect.

### What the diagonal keeps

Take the static interaction in a crystal of volume $V$ with cell volume $\Omega$:

$$W(\mathbf r,\mathbf r')=\frac1V\sum_{\mathbf q}\sum_{\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,W_{\mathbf G\mathbf G'}(\mathbf q)\,e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'},$$

$$W_{\mathbf G\mathbf G'}(\mathbf q)=\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q)\,\frac{e^2}{\varepsilon_0|\mathbf q+\mathbf G'|^2}.$$

Put one particle at $\mathbf R+\mathbf s$ and the other at $\mathbf R$. The exponentials combine to

$$e^{i(\mathbf q+\mathbf G)\cdot(\mathbf R+\mathbf s)}e^{-i(\mathbf q+\mathbf G')\cdot\mathbf R}=e^{i(\mathbf q+\mathbf G)\cdot\mathbf s}\,e^{i(\mathbf G-\mathbf G')\cdot\mathbf R}.$$

The position $\mathbf R$ of the pair enters through the last factor alone, and that factor is 1 when $\mathbf G=\mathbf G'$. Now average over $\mathbf R$ in one cell. Since

$$\frac1\Omega\int_\Omega d\mathbf R\,e^{i(\mathbf G-\mathbf G')\cdot\mathbf R}=\delta_{\mathbf G\mathbf G'},$$

the average removes the off-diagonal elements and leaves the diagonal ones untouched:

$$\frac1\Omega\int_\Omega d\mathbf R\,W(\mathbf R+\mathbf s,\mathbf R)=\frac1V\sum_{\mathbf q\mathbf G}e^{i(\mathbf q+\mathbf G)\cdot\mathbf s}\,W_{\mathbf G\mathbf G}(\mathbf q)\equiv W_{\rm diag}(\mathbf s).$$

This identity needs lattice periodicity, but no particular model of the screening.

The direct term contracts $W$ with an electron and a hole density. Let $U$ be the positive magnitude of this attraction; it enters the Bethe-Salpeter Hamiltonian with a minus sign. For rigid number densities shifted together by $\mathbf R$,

$$U(\mathbf R)=\iint d\mathbf r\,d\mathbf r'\,\rho_e(\mathbf r-\mathbf R)\,W(\mathbf r,\mathbf r')\,\rho_h(\mathbf r'-\mathbf R).$$

Substituting $\mathbf r\to\mathbf r+\mathbf R$ and $\mathbf r'\to\mathbf r'+\mathbf R$ moves the shift into $W$, so the identity applies under the integral:

$$U_{\rm diag}=\frac1\Omega\int_\Omega d\mathbf R\,U(\mathbf R).$$

The off-diagonal contribution is $U(\mathbf R)-U_{\rm diag}$. Its mean over positions is zero, but it carries all the dependence on position. Because a mean lies between the extremes, the diagonal underscreens the pair where screening is strongest and overscreens it where screening is weakest.

### When the diagonal is enough

In a homogeneous medium $W$ depends on $\mathbf r-\mathbf r'$ alone, the off-diagonal elements vanish, and the diagonal is exact.

There is a second favourable case. The off-diagonal element $W_{\mathbf G\mathbf G'}$ is multiplied by the density components at $\mathbf q+\mathbf G$ and $\mathbf q+\mathbf G'$. If the densities vary so slowly that only $\mathbf G=\mathbf 0$ contributes, no off-diagonal element is used. For a compact pair, a slab in a long cell is far from this case. A density confined to a thickness $d$ has Fourier components out to about $2\pi/d$ along the normal, while the reciprocal vectors are spaced by $2\pi/L$. For $L\gg d$, many of them contribute. They are, however, also weighted by the Coulomb factor. If the pair is spread in the plane over a distance comparable to $L$ or larger, only small in-plane wavevectors occur, the $\mathbf G=\mathbf 0$ term dominates, and the diagonal comes close to the full result.

### A slab that can be solved

Let the relative permittivity be a local function $\epsilon(z)$, and let $\varrho$ be the charge density. The potential obeys

$$-\nabla\cdot[\varepsilon_0\,\epsilon(z)\nabla\phi]=\varrho .$$

Write $\mathbf K=\mathbf q+\mathbf G$ and $\mathbf K'=\mathbf q+\mathbf G'$, with $\mathbf G$ along the normal. The gradient gives $i\mathbf K'\phi_{G'}$, multiplication by $\epsilon(z)$ couples $G'$ to $G$ through the Fourier coefficient $\epsilon_{G-G'}$, and minus the divergence gives $-i\mathbf K\cdot$. Since $(-i)(i)=1$,

$$\varepsilon_0\sum_{G'}A_{GG'}\phi_{G'}=\varrho_G,\qquad A_{GG'}=\epsilon_{G-G'}\,\mathbf K\cdot\mathbf K'.$$

The bare potential satisfies $\varrho_G=\varepsilon_0K^2\phi^0_G$. Inserting this and solving for $\phi=\epsilon^{-1}\phi^0$ gives

$$\epsilon^{-1}_{GG'}=(A^{-1})_{GG'}K'^2,\qquad W_{GG'}=\frac{e^2}{\varepsilon_0}(A^{-1})_{GG'}.$$

The long-wave element $\epsilon^{-1}_{00}$ shows the mixing of matter and void directly. Angle brackets denote the average over the cell.

**Wavevector in the plane.** With $\mathbf q$ of length $Q$, $A_{GG'}=\epsilon_{G-G'}(Q^2+GG')$. Hence $A_{00}=Q^2\langle\epsilon\rangle$, the elements coupling $0$ to $G\ne0$ are of order $Q^2$, and the block with both indices nonzero stays finite. Eliminating that block changes $A_{00}$ by order $Q^2\cdot1\cdot Q^2=Q^4$. Therefore

$$\epsilon^{-1}_{00}=\frac{Q^2}{Q^2\langle\epsilon\rangle+O(Q^4)}\;\to\;\frac1{\langle\epsilon\rangle}.$$

**Wavevector along the normal.** Now $A_{GG'}=K\,\epsilon_{G-G'}K'$ with scalar $K=q+G$. The matrix $\epsilon_{G-G'}$ represents multiplication by $\epsilon(z)$, so its inverse represents multiplication by $1/\epsilon(z)$. The factors of $q$ cancel in the $00$ element:

$$\epsilon^{-1}_{00}=q^{-1}\langle1/\epsilon\rangle q^{-1}\,q^2=\langle1/\epsilon\rangle .$$

For a slab 2 nm thick with $\epsilon=5$ in a cell of 8 nm, $\langle\epsilon\rangle=1+4\times2/8=2$, so the in-plane value is 0.500. Along the normal, sharp edges would give $1-0.8\times2/8=0.8$; the smooth edges used below give 0.764. Neither value is the 0.2 of the slab material.

The second value also shows that the diagonal of the inverse is not the inverse of the diagonal. The latter would give $1/\epsilon_{00}=1/\langle\epsilon\rangle=0.5$ in both directions. Off-diagonal elements of $\epsilon$ have therefore been used in the inversion, but this does not restore the position dependence lost when the off-diagonal elements of $\epsilon^{-1}$ are dropped.

### Numbers for a localized pair

The parameters are round model values, not those of a material: thickness 2 nm, relative permittivity 5, and edges smoothed with a standard deviation of 0.2 nm. Electron and hole are Gaussians of standard deviation $\sigma=0.4$ nm with a common centre. Integrating over all wavevectors in the zone places a single pair in a periodic array of slabs.

Each Gaussian has the Fourier transform $e^{-K^2\sigma^2/2}$, so the bare attraction is

$$U_{\rm bare}=\frac{e^2}{\varepsilon_0}\int\frac{d^3K}{(2\pi)^3}\frac{e^{-K^2\sigma^2}}{K^2}
=\frac{e^2}{2\pi^2\varepsilon_0}\int_0^\infty dK\,e^{-K^2\sigma^2}
=\frac{e^2}{4\pi^{3/2}\varepsilon_0\sigma}.$$

Here $d^3K=4\pi K^2dK$ cancelled the $1/K^2$, and the last integral is $\sqrt\pi/(2\sigma)$. The value is 2.031 eV. In a uniform medium with $\epsilon=5$ it becomes $2.031/5=0.406$ eV.

For the slab, in eV:

| $L$ (nm) | full, slab centre | full, mid-vacuum | diagonal |
|---:|---:|---:|---:|
| 4 | 0.607 | 1.241 | 0.853 |
| 8 | 0.678 | 1.849 | 1.371 |
| 16 | 0.704 | 1.980 | 1.688 |
| 32 | 0.714 | 2.017 | 1.857 |
| 64 | 0.717 | 2.027 | 1.944 |

At $L=8$ nm the diagonal attraction is $1.371/0.678=2.02$ times the full one at the slab centre. The off-diagonal elements contribute $-0.693$ eV there and $+0.478$ eV in mid-vacuum. They screen the pair in the matter and remove screening wrongly assigned to the pair in the void.

The diagonal value is not a volume-weighted mixture of the two tabulated positions. That would give $0.25\times0.678+0.75\times1.849=1.556$ eV. The positions in between matter, and the average must run over the whole profile $U(z_0)$, where $z_0$ is the height of the pair. Solving the Poisson equation on a real-space grid and averaging over 40 positions gives 1.371 eV, in agreement with the diagonal. With the electron displaced by 1 nm from the hole along the normal, both routes give 0.857 eV. These comparisons were tested, with a tolerance of 0.3% for the grid error.

Even the full result at the slab centre is less screened than in the uniform medium. For coincident, equal densities this follows from a variational principle. With $\varrho=e\rho_e=e\rho_h$,

$$U=\max_\phi\left[2\int\varrho\,\phi\,d\mathbf r-\varepsilon_0\int\epsilon\,|\nabla\phi|^2d\mathbf r\right].$$

The maximizing $\phi$ solves the Poisson equation. Multiplying that equation by $\phi$ and integrating by parts makes the second integral equal to $\int\varrho\phi\,d\mathbf r$, so the bracket equals $\int\varrho\phi\,d\mathbf r=U$. Lowering $\epsilon$ anywhere raises the bracket for every $\phi$, or leaves it unchanged, so it cannot lower $U$. Replacing medium by vacuum outside the slab therefore weakens the screening. The same argument explains the rise of the slab-centre column: doubling $L$ removes every second slab and leaves the one holding the pair.

### Why a larger cell does not help

Apply the averaging identity along the normal and subtract from the bare value:

$$U_{\rm bare}-U_{\rm diag}=\frac1L\int_{\rm cell}dz_0\,[U_{\rm bare}-U(z_0)].$$

The integrand is the reduction of the attraction by the slabs. A scaling estimate gives its decay for a pair at a large distance $h$ from one slab. The field of each charge at the slab falls as $1/h^2$ and covers an area of order $h^2$. The slab changes the attraction by an amount proportional to the product of the two fields times the polarized volume, which scales as $(1/h^2)^2\times h^2d=d/h^2$. This requires $h$ to be large compared with both $d$ and $\epsilon d$. The integral over $h$ converges, so at large $L$

$$U_{\rm diag}\simeq U_{\rm bare}-\frac CL .$$

The diagonal screening is diluted until nothing remains. Numerically, $L(U_{\rm bare}-U_{\rm diag})$ is 4.711, 5.282, 5.494, 5.570 and 5.595 eV nm for the five cells, so it settles. At $L=64$ nm the remaining reduction is $2.031-1.944=0.087$ eV.

The settling is faster than the slow $1/h^2$ tail might suggest, for the following reason. If the slabs responded independently, the reduction at $z_0$ would be a sum of one-slab functions $f(z_0-nL)$, and

$$\int_0^L dz_0\sum_n f(z_0-nL)=\int_{-\infty}^{\infty}dz\,f(z),$$

which does not depend on $L$. The part of the tail cut off at the cell boundary is returned by the neighbouring slabs. The remaining drift comes from the slabs polarizing one another. In the five cells above, its steps become smaller at each doubling of $L$.

Meanwhile the full value at the slab centre changes by only 0.4% between 32 and 64 nm. At 64 nm the diagonal attraction is $1.944/0.717=2.7$ times the full one. Converging the cell length with the diagonal alone thus leads to the unscreened interaction.

### What to do in the calculation

Keep the full matrix $W_{\mathbf G\mathbf G'}(\mathbf q)$ in the direct term, and converge it with respect to the plane-wave cutoff of the dielectric matrix as well as the cell length. The table above integrates over wavevectors along the normal too. With a single k-point in that direction, as is usual for slabs, the pair is repeated in every cell and interacts with its copies. In that case, also truncate the Coulomb interaction along the normal, both in the dielectric matrix and in $W$.

A model kernel that is diagonal in $\mathbf G$ has the same structural limit: it depends on the separation $\mathbf r-\mathbf r'$ alone. It may be fitted to pairs near one height in the slab, such as its centre, if those are the only ones needed, but it is then a fitted interaction and not the diagonal of the cell's inverse dielectric matrix. It cannot describe pairs in the slab and in the vacuum at once.

The sizes above belong to the model and to a compact pair. With the same 0.4 nm width along the normal but an in-plane standard deviation of 2 or 8 nm, the ratio of diagonal to full attraction at the slab centre is only 1.25 or 1.02 at $L=8$ nm. It still grows with $L$, to 1.60 or 1.14 at 32 nm. A local permittivity omits the loss of screening at short wavelengths, so it overstates the screening of compact charges inside the slab. Frequency dependence and electron-hole exchange are also left out, and $U$ is a matrix element for fixed densities, not an exciton binding energy. The averaging identity does not depend on the slab model. The numerical output below gives the remaining digits and the intermediate values.

## Calculated quantities

```
slab thickness: 2.0 nm
slab relative permittivity: 5.0
slab edge smoothing (standard deviation): 0.2 nm
charge standard deviation: 0.4 nm
bare U, closed form: 2.0310 eV
U in uniform slab medium: 0.4062 eV
L = 4 nm: full U, slab centre: 0.6074 eV
L = 4 nm: full U, mid-vacuum: 1.2410 eV
L = 4 nm: diagonal U: 0.8534 eV
L = 4 nm: L*(bare - diagonal): 4.711 eV nm
L = 8 nm: full U, slab centre: 0.6781 eV
L = 8 nm: full U, mid-vacuum: 1.8491 eV
L = 8 nm: diagonal U: 1.3707 eV
L = 8 nm: L*(bare - diagonal): 5.282 eV nm
L = 16 nm: full U, slab centre: 0.7045 eV
L = 16 nm: full U, mid-vacuum: 1.9802 eV
L = 16 nm: diagonal U: 1.6876 eV
L = 16 nm: L*(bare - diagonal): 5.494 eV nm
L = 32 nm: full U, slab centre: 0.7139 eV
L = 32 nm: full U, mid-vacuum: 2.0168 eV
L = 32 nm: diagonal U: 1.8570 eV
L = 32 nm: L*(bare - diagonal): 5.570 eV nm
L = 64 nm: full U, slab centre: 0.7170 eV
L = 64 nm: full U, mid-vacuum: 2.0272 eV
L = 64 nm: diagonal U: 1.9436 eV
L = 64 nm: L*(bare - diagonal): 5.595 eV nm
For L = 8 nm:
off-diagonal part, slab centre: -0.6927 eV
off-diagonal part, mid-vacuum: 0.4784 eV
diagonal U / full U at slab centre: 2.022
bare U / full U at slab centre: 2.995
bare U / diagonal U: 1.482
real-space mean of U over 40 positions: 1.3709 eV
real-space U at slab centre: 0.6781 eV
real-space U at mid-vacuum: 1.8494 eV
electron displaced by 1.0 nm, diagonal U: 0.8565 eV
displaced, real-space mean of U: 0.8565 eV
head of inverse matrix, q in plane: 0.5000
1 / mean permittivity: 0.5000
head of inverse matrix, q along normal: 0.7645
mean of 1 / permittivity: 0.7645
```
